# How many points sinc and polynomial grids need for vibrational states, part 1

(Sections cited here and not found follow in the second part.)

**Question.** A vibrating metal–oxygen bond holds a few dozen levels below a chosen energy, and all of them are to be found by diagonalizing the Hamiltonian on a grid. The highest of these states oscillates fastest near the bottom of the well, where its local wavelength $\lambda$ is shortest. The grid may be uniform, with sinc functions on the points, or it may sit on the zeros of a Chebyshev or Legendre polynomial. How many points per shortest wavelength does each grid need, how large is the gap between them, and how close can the basis size come to the classical phase-space area divided by $2\pi\hbar$?

**Answer.** The uniform grid needs 2 points per wavelength. The polynomial grids need $\pi$, but only as an average over the interval, only when the largest momentum is reached at the midpoint of the interval (as it is for a wave of uniform momentum), and only in the limit of many wavelengths. Both numbers are thresholds at which convergence begins. The area over $2\pi\hbar$ counts the states. These three grids need more points than that, because the region of phase space each one covers has a fixed shape and must enclose the orbit. A grid whose region is shaped like the orbit can come closer.

Rydberg atomic units are used: $\hbar=1$, $m_e=\tfrac12$, lengths in bohr, energies in Ry. A particle of mass $s\,m_e$ has mass $s/2$, so $H=p^2/s+V(x)$, and momentum equals wavenumber. The problem is one-dimensional on an interval $[a,b]$ of half-length $L$, and $V$ is smooth.

## The sinc grid

Take points $x_n=nh$ and the wavenumber $K=\pi/h$. Define

$$S_n(x)=\frac{\sqrt h}{2\pi}\int_{-K}^{K}e^{iq(x-nh)}\,dq=\frac{1}{\sqrt h}\,\frac{\sin[\pi(x-nh)/h]}{\pi(x-nh)/h},$$

where the integral gives $2\sin(Ky)/y$ with $y=x-nh$. The Fourier transform of $S_n$ is $\sqrt h\,e^{-iqnh}$ inside the band $|q|<K$ and zero outside. Parseval's theorem gives $\langle S_m|S_n\rangle=(h/2\pi)\int_{-K}^{K}e^{iq(m-n)h}dq=\delta_{mn}$, because the band has length $2\pi/h$ and holds a whole number of periods when $m\ne n$. The functions $e^{-iqnh}$ are the Fourier-series basis of the band, so every function whose transform vanishes outside the band is a sum $\sum_n c_nS_n$. Since $S_n(x_m)=\delta_{mn}/\sqrt h$, the coefficients are $c_n=\sqrt h\,f(nh)$. This sum, the cardinal series, is exact for band-limited $f$.

The matrix of $-d^2/dx^2$ between $S_{n+m}$ and $S_n$ is $T_m=(h/2\pi)\int_{-K}^{K}q^2\cos(qmh)\,dq$, the sine part being odd. For $m=0$ the integral is $2K^3/3$. For $m\ne0$, with $y=mh$, $\sin Ky=0$ and $\cos Ky=(-1)^m$, two integrations by parts give

$$\int_{-K}^{K}q^2\cos qy\,dq=-\frac2y\int_{-K}^{K}q\sin qy\,dq=\frac{2}{y^2}\Big[q\cos qy\Big]_{-K}^{K}=\frac{4K(-1)^m}{y^2}.$$

Multiplying by $h/2\pi$ with $hK=\pi$ gives $T_0=\pi^2/(3h^2)$ and $T_m=2(-1)^m/(m^2h^2)$. The Hamiltonian matrix is $T/s$ plus the diagonal matrix $V(x_n)$.

A wave $e^{ikx}$ lies in the band when $k<\pi/h$, that is when $h<\lambda/2$. This is the threshold of two points per wavelength. Beyond it the wave is not merely lost, it is replaced. Because $2Kh=2\pi$, the samples of $e^{iqx}$ and $e^{i(q-2K)x}$ are identical. For $K<q<3K$ the second wave lies in the band, so the cardinal series returns it. For $f(x)=\int F(q)e^{iqx}dq$ with $F$ negligible below $-K$ and above $3K$, the series minus the function is

$$\delta(x)=\int_{q>K}F(q)\,e^{iqx}\left(e^{-2iKx}-1\right)dq .$$

It vanishes on the grid points, so an error check made only there sees nothing. Midway between points, at $x=h/2$, the bracket is $e^{-i\pi}-1=-2$.

This was tested on the packet $f=e^{ikx}e^{-x^2/2\sigma^2}$ with $k=1$ bohr$^{-1}$ and $\sigma=20$ bohr, for which $F=(\sigma/\sqrt{2\pi})\,e^{-\sigma^2(q-k)^2/2}$ has unit integral. The explicit cardinal sum agreed with the quadrature of $\delta(h/2)$. At 1.6 points per wavelength nearly all the weight lies outside the band and $|\delta|=1.99$. At 2.0 points the band edge cuts the Gaussian in half and $|\delta|=0.999$, so exactly two points is a failure for a packet centered on $k$. At 2.5 points the edge is $K=1.25$ bohr$^{-1}$, which is $(1.25-1)\times20=5$ standard deviations away, and $|\delta|=5.7\times10^{-7}$. The margin needed above 2 is set by the momentum spread $1/\sigma$ and vanishes as $\sigma\to\infty$.

## Polynomial grids

Let $u=(x-x_0)/L\in[-1,1]$ with $x_0$ the midpoint, and $z=kL$. Up to a constant phase the wave is $e^{izu}$, and the interval holds $2L/\lambda=z/\pi$ wavelengths. A grid of $N$ points carries the polynomials of degree below $N$, so the question is where the polynomial expansion of $e^{izu}$ begins to converge.

For Chebyshev polynomials, $u=\cos\theta$ and $T_n=\cos n\theta$. The function $e^{iz\cos\theta}$ is even and periodic, so it has a cosine series with $a_n=(\epsilon_n/2\pi)\int_{-\pi}^{\pi}e^{iz\cos\theta}e^{-in\theta}d\theta$, where $\epsilon_0=1$ and $\epsilon_n=2$ otherwise. Setting $\theta=\varphi-\pi/2$ turns $\cos\theta$ into $\sin\varphi$ and $e^{-in\theta}$ into $i^ne^{-in\varphi}$:

$$a_n=\epsilon_n i^nJ_n(z),\qquad J_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(z\sin\varphi-n\varphi)}\,d\varphi .$$

The phase is stationary where $\cos\varphi=n/z$. For $n<z$ there are two real stationary points and $J_n$ oscillates without decaying in $n$. For $n>z$ there are none. The integrand is periodic and entire, so the contour may be shifted to $\varphi-i\eta$ with $\eta>0$. There $|e^{iz\sin(\varphi-i\eta)}|=e^{z\cos\varphi\sinh\eta}$ and $|e^{-in(\varphi-i\eta)}|=e^{-n\eta}$, so $|J_n|\le e^{z\sinh\eta-n\eta}$. The exponent starts as $(z-n)\eta<0$ and is least at $\cosh\eta=n/z$. For $n\gg z$, $\eta\approx\ln(2n/z)$ and $z\sinh\eta\approx n$, so the bound is $(ez/2n)^n$, which falls faster than any exponential.

Near $n=z$ the two stationary points merge at $\varphi=0$. With $\sin\varphi\approx\varphi-\varphi^3/6$ the phase is $-(n-z)\varphi-z\varphi^3/6$. The substitution $\varphi=-(2/z)^{1/3}t$ makes it $yt+t^3/3$, and

$$J_n(z)\approx\left(\frac2z\right)^{1/3}\mathrm{Ai}(y),\quad y=\left(\frac2z\right)^{1/3}(n-z),\quad \mathrm{Ai}(y)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(yt+t^3/3)}dt .$$

To this order $z$ and $n$ are interchangeable in the cube roots. With $n$ there, the Airy form gives $9.55\times10^{-4}$ for $J_{822}(800)=9.19\times10^{-4}$, which is 4 per cent above the exact value. With $z$ there, as displayed, it is about 0.1 per cent below. For $y>0$ the saddle point $t=i\sqrt y$ has exponent $-y^{3/2}+y^{3/2}/3$, so $\mathrm{Ai}(y)\sim e^{-\frac23y^{3/2}}$. For argument $-y$ the stationary points $t=\pm\sqrt y$ have phases $\mp\frac23y^{3/2}$ and second derivatives $\pm2\sqrt y$, whose Fresnel integrals add $\pm\pi/4$, so $\mathrm{Ai}(-y)\sim\cos(\frac23y^{3/2}-\pi/4)$ up to a slowly varying factor.

Interpolation adds aliasing to truncation. At the nodes $\theta_j=\pi(j+\frac12)/N$, $\cos N\theta_j=0$, so $T_{N+m}+T_{N-m}=2T_NT_m$ vanishes there and $T_{N+m}$ is read as $-T_{N-m}$. Also $2N\theta_j=(2j+1)\pi$, so $T_{2N+r}$ is read as $-T_r$. Every neglected term therefore appears once as itself and at most once as an alias, each bounded by $|a_n|$, and the error is at most $2\sum_{n\ge N}|a_n|=4\sum_{n\ge N}|J_n|$. Aliasing changes the prefactor, not the threshold.

For Legendre polynomials, $\int_{-1}^1P_mP_n\,du=2\delta_{mn}/(2n+1)$ gives $e^{izu}=\sum(2n+1)g_nP_n$ with $g_n(z)=\frac12\int_{-1}^1e^{izu}P_n\,du$. The polynomials obey $-\frac{d}{du}(1-u^2)\frac{d}{du}P_n=n(n+1)P_n$. Two integrations by parts move the operator onto the exponential, with no boundary terms because $1-u^2$ vanishes at the ends, and it yields $[2izu+z^2(1-u^2)]e^{izu}$. A factor $iu$ under the integral is $d/dz$, so $z^2g''+2zg'+z^2g=n(n+1)g$. This is the spherical Bessel equation. One integration by parts of the definition gives, for large $z$, $g_n\to[e^{iz}-(-1)^ne^{-iz}]/2iz=i^n\sin(z-n\pi/2)/z$. The regular solution with this normalization is $g_n=i^nj_n(z)$. Since $(zg)''=zg''+2g'$, the function $w=zj_n$ obeys

$$w''+Q^2w=0,\qquad Q^2=1-\frac{\nu^2}{z^2},\qquad \nu=n+\tfrac12,$$

where $n(n+1)=\nu^2-\frac14$ and the quarter is dropped for large $n$. The solution oscillates for $z>\nu$ and is exponentially small for $z<\nu$. Near $z=\nu$, $Q^2\approx2(z-\nu)/\nu$, and $w''=(2/\nu)(\nu-z)w$ is the Airy equation $\mathrm{Ai}''=y\,\mathrm{Ai}$ in $y=(2/\nu)^{1/3}(\nu-z)$. (The integral for Ai obeys it because $(t^2+y)e^{i(yt+t^3/3)}$ is a total derivative in $t$.) The threshold and its width are those of the Chebyshev case. By orthogonality, the mean-square error of the best polynomial of degree below $N$ is $\sum_{n\ge N}(2n+1)j_n^2$, and the full sum equals 1.

For both families a tolerance $\varepsilon$ requires $y$ to reach some value $c$, growing only as $(\ln1/\varepsilon)^{2/3}$. Then $N=z+c\,(z/2)^{1/3}$, and dividing by the number of wavelengths,

$$\frac{N}{z/\pi}=\pi\left[1+\frac{c}{2^{1/3}z^{2/3}}\right]\to\pi .$$

The smallest $N$ was found numerically by interpolating $e^{izu}$ on the polynomial zeros and measuring the error on a finer grid, with $\varepsilon=10^{-6}$ in the maximum norm for Chebyshev and the root-mean-square norm for Legendre.

| $z$ | Chebyshev $N$, $c$, points per $\lambda$ | Legendre $N$, $c$, points per $\lambda$ |
|---|---|---|
| 50 | 71, 7.18, 4.461 | 70, 6.84, 4.398 |
| 200 | 232, 6.89, 3.644 | 231, 6.68, 3.629 |
| 800 | 851, 6.92, 3.342 | 848, 6.51, 3.330 |

The value of $c$ stays between 6.5 and 7.2 while $z$ changes sixteenfold, with the Legendre value drifting slowly down. The approach to $\pi$ is slow, and at $z=50$ this tolerance needs 4.4 to 4.5 points. Exactly $\pi$ points per wavelength is not sufficient. At $N=z$ the first neglected coefficient has $y=0$, where the Airy function is still about two thirds of its maximum. Each such coefficient is of size $z^{-1/3}$, but about $z^{1/3}$ of them are neglected together. The maximum Chebyshev error therefore stays near 0.67 as $z$ grows, while the root-mean-square Legendre error falls only as $z^{-1/6}$ (0.27 at $z=50$, 0.17 at $z=800$).

## Where the extra points go

Chebyshev nodes are uniform in $\theta$ with step $\pi/N$, so $\Delta x\approx L\sin\theta\,\pi/N=\pi\sqrt{L^2-(x-x_0)^2}/N$. For Legendre nodes, the equation in $\theta$ reads $P''+\cot\theta\,P'+N(N+1)P=0$. Writing $P=Y\exp(-\frac12\int\gamma\,d\theta)$ in an equation $P''+\gamma P'+\beta P=0$ removes the first derivative and leaves $Y''+(\beta-\gamma'/2-\gamma^2/4)Y=0$. With $\gamma=\cot\theta$ and $\gamma'=-1/\sin^2\theta$, the added terms are $(2-\cos^2\theta)/4\sin^2\theta=\frac14+1/(4\sin^2\theta)$, so

$$Y''+\left[(N+\tfrac12)^2+\frac{1}{4\sin^2\theta}\right]Y=0 .$$

Away from the ends the zeros are spaced by $\pi/(N+\frac12)$ in $\theta$. For $N=200$ the computed central gap is $0.015669\,L$, equal to $\pi/200.5$ to the digits shown.

At the threshold $N=kL$ the central spacing is $\pi L/N=\pi/k=\lambda/2$, while the mean spacing is $2L/N=\lambda/\pi$. Polynomial grids obey the same two-point rule, applied where they are coarsest. The factor $\pi/2=1.571$ is the price of crowding points toward the ends.

For a plane wave, convergence begins at 2 points per wavelength on the sinc grid and, in the limit of many wavelengths, at an average of $\pi$ on the polynomial grids, which obey the same two-point rule where they are coarsest. It remains to compare the basis sizes with the phase-space area divided by $2\pi\hbar$ and to test the estimates on a model of the metal–oxygen bond.
